Equivalent capacitance of a resistor in parallel with a constant-phase element

**Problem**

An impedance arc has been fitted by a resistor R = 1 MΩ in parallel with a constant-phase element. The admittance of the element is Q(iω)ⁿ, with Q = 1 × 10⁻⁹ in SI units and n = 0.8. Voltages and currents vary as exp(+iωt), and the response is linear.

Define the relaxation-time-equivalent capacitance C_eff as the ideal capacitor which, placed in parallel with the same R, puts the maximum of −Im Z at the same frequency.

(a) What is the unit of Q, and may its number be read as 1 nF?

(b) Find the frequency and height of the maximum of −Im Z.

(c) Find C_eff, as a formula and as a number.

(d) The circuit does not relax with a single exponential. In what sense does it have a relaxation time, and how does its voltage decay?

**Hints**

1. A farad is a siemens second. Compare this with the unit that makes Qωⁿ an admittance.

2. Introduce a time τ0 through τ0ⁿ = RQ, and write the impedance in terms of x = (ωτ0)ⁿ.

3. The sum x + 1/x has its minimum at x = 1.

4. For (d), write the impedance as a series chain of ideal RC pairs with different time constants. The weight of each follows from the jump of Z across the negative real axis of the variable p = iω.

**Solution**

**(a) The unit**

Since Qωⁿ is in siemens and ω is in s⁻¹, Q is in S sⁿ, here S s^0.8. A capacitance is in S s. The two units agree only for n = 1, so Q is not a capacitance.

A change of time unit shows what goes wrong if the number is read as one. With 1 s = 1000 ms,

Q = 10⁻⁹ × 1000^0.8 S ms^0.8 = 2.512 × 10⁻⁷ S ms^0.8.

Misread as a capacitance, this is 2.512 × 10⁻⁷ S ms = 2.512 × 10⁻¹⁰ S s, or 0.251 nF. The same element would have 1 nF in seconds and 0.251 nF in milliseconds. A physical capacitance cannot depend on that choice.

**(b) The maximum**

Parallel admittances add, so

Z = 1/[1/R + Q(iω)ⁿ] = R/[1 + RQ(iω)ⁿ].

Let τ0 = (RQ)^(1/n), which is a positive time. Then RQ(iω)ⁿ = (iωτ0)ⁿ. The principal value of iⁿ is exp(inπ/2). With x = (ωτ0)ⁿ and θ = nπ/2,

Z = R/(1 + x e^(iθ)).

Multiply numerator and denominator by the complex conjugate of the denominator:

Z = R(1 + x cosθ − i x sinθ)/(1 + 2x cosθ + x²).

Take minus the imaginary part and divide above and below by x:

−Im Z = R sinθ/(x + 1/x + 2cosθ).

For 0 < n < 1 the angle θ lies between 0 and π/2, so sinθ and cosθ are positive. Only x + 1/x depends on frequency, and

x + 1/x − 2 = (√x − 1/√x)² ≥ 0,

with equality only at x = 1. The denominator is smallest there, so there is one maximum, at

ω0 = 1/τ0 = (RQ)^(−1/n).

Its height follows from the half-angle identities sinθ = 2 sin(θ/2)cos(θ/2) and 1 + cosθ = 2cos²(θ/2):

−Im Z(ω0) = R sinθ/(2 + 2cosθ) = (R/2) tan(nπ/4).

For n = 0.8 the angle nπ/4 is 36°, and the height is 0.363 MΩ. An ideal capacitor, n = 1, would give R/2 = 0.5 MΩ. The lower height shows that C_eff can reproduce the position of the maximum but not the shape of the arc.

**(c) The capacitance**

An ideal capacitor C is the case n = 1, Q = C, whose maximum lies at ω = 1/(RC). Equal frequencies require RC_eff = τ0, hence

C_eff = τ0/R = (RQ)^(1/n)/R = Q^(1/n) R^((1−n)/n).

The numbers are

RQ = 10⁶ × 10⁻⁹ s^0.8 = 10⁻³ s^0.8,

τ0 = (10⁻³)^1.25 s = 10^(−3.75) s = 1.778 × 10⁻⁴ s,

C_eff = (1.778 × 10⁻⁴ s)/(10⁶ Ω) = 1.778 × 10⁻¹⁰ F ≈ 0.18 nF.

The maximum lies at ω0 = 5623 rad/s, or 895 Hz. A 1 nF capacitor with the same resistor would put it at 159 Hz, too low by a factor of 5.62. A direct numerical search for the maximum of −Im Z, which does not use the formula for τ0, also gives 0.1778 nF. Repeated with milliseconds as the time unit, it gives the same capacitance.

The factor 5.62 has a simple origin. Since 1/R = Q/τ0ⁿ,

C_eff = τ0/R = Q τ0^(1−n).

With τ0 in seconds, τ0^0.2 = 10^(−0.75) = 0.178. For n < 1 the numbers of Q and C_eff agree only if τ0 is one unit of time, here 1 s. This circuit relaxes much faster.

The element alone tells the same story. The part of its charge in phase with the voltage defines a frequency-dependent capacitance

C′(ω) = Im[Q(iω)ⁿ]/ω = Q ω^(n−1) sin(nπ/2).

It is 0.951 nF at 1 rad/s but 0.169 nF at ω0. The number 10⁻⁹ therefore describes the element near 1 rad/s, far below the frequency at which this circuit relaxes. Because C_eff = Qω0^(n−1), the value at ω0 is C_eff sin(nπ/2), about 5 % below C_eff.

Two limits show what the formula means. As n → 1, C_eff → Q, as it must. As R → ∞ at fixed n < 1, C_eff grows without bound, here as R^0.25. A constant-phase element alone has no relaxation time, so C_eff belongs to the pair and not to the element. The R in the formula must be the resistance in parallel with this element, not the total resistance of a cell with other parts in series.

**(d) The meaning of the relaxation time**

An ideal pair with resistance r and time constant τ has the impedance r/(1 + iωτ). We look for a weight G(s), with s = ln(τ/τ0), such that

Z/R = ∫ G(s) ds/(1 + iωτ), with s from −∞ to ∞.

Set p = iω, λ = 1/τ and F(p) = 1/[1 + (pτ0)ⁿ]. Since 1/(1 + pτ) = λ/(λ + p) and |ds| = dλ/λ, the requirement becomes

F(p) = ∫ G dλ/(λ + p), with λ from 0 to ∞.

Cauchy's formula supplies such a representation. Cut the p plane along the negative real axis, so that the phase of p lies between −π and π. A pole of F would need (pτ0)ⁿ = −1, hence a phase ±π/n, which is outside this range. F is therefore analytic off the cut. It falls as |p|^(−n) at large |p| and is bounded at the origin, so the large and small circles of the contour contribute nothing. The two sides of the cut remain:

F(p) = (1/2πi) ∫ [F(−λ − i0) − F(−λ + i0)] dλ/(λ + p).

The values on the two sides are complex conjugates, so the bracket is −2i Im F(−λ + i0), and

G = −(1/π) Im F(−λ + i0).

On the upper side p = λe^(iπ). With y = (λτ0)ⁿ = e^(−ns),

Im[1/(1 + y e^(inπ))] = −y sin(nπ)/[1 + 2y cos(nπ) + y²].

Dividing above and below by y and using y + 1/y = 2cosh(ns) gives

G(s) = sin(nπ)/{2π[cosh(ns) + cos(nπ)]}.

This weight is positive, because sin(nπ) > 0 and cosh(ns) ≥ 1 > −cos(nπ). Its integral is 1, because F(0) = 1. It is even in s, so half of the resistance belongs to times shorter than τ0 and half to longer ones, and the mean of ln(τ/τ0) is zero. Thus τ0 is the median and the geometric mean of the relaxation times. The chain is an exact representation of the impedance; it does not prove that the sample contains such pairs.

For the decay, let a steady current I flow for a long time and then be switched off. Each pair starts with its share IRG ds of the voltage and discharges through its own resistor:

v(t) = V(t)/V(0) = ∫ G(s) exp(−t/τ) ds.

The Laplace transform of exp(−t/τ) is τ/(1 + pτ) = (1/p)[1 − 1/(1 + pτ)]. The transform of v is therefore

[1 − F(p)]/p = (1/p)/[1 + (pτ0)^(−n)].

Expand this for large p as a geometric series. Its terms are (−1)ʲ τ0^(−nj) p^(−nj−1), with j = 0, 1, 2, …, and p^(−nj−1) is the transform of t^(nj)/Γ(nj + 1). Hence

v(t) = Σⱼ [−(t/τ0)ⁿ]ʲ/Γ(nj + 1),

which is the Mittag-Leffler function E_n[−(t/τ0)ⁿ]. For n = 1 it is exp(−t/τ0).

At t = τ0 the circuit retains 0.387 of its voltage. The ideal pair with C_eff retains e⁻¹ = 0.368. With 1 nF, RC is 1 ms and the fraction is exp(−0.1778) = 0.837. At this instant C_eff is a fair guide to the decay, and 1 nF is not.

Much later no single exponential will do. For t ≫ τ0 the voltage falls as a power law, v ≈ (t/τ0)^(−n)/Γ(1 − n), because of the long relaxation times in G. At t = 10τ0 the circuit still retains 0.043 of its voltage, the ideal pair with C_eff only 4.5 × 10⁻⁵. The power law is approached slowly: it gives 0.035 at this time, and comes within about 3 % of the full result only near t = 100τ0.

**A real setting**

The values suit, roughly, the grain-boundary arc of a fine-grained yttria-stabilized zirconia pellet near 300 °C. Take an area of 0.1 cm², a thickness of 1 mm, a grain size of 0.2 µm and a relative permittivity of 30. These and the following values are rough. An exponent of 0.8 means a clearly depressed arc.

The pellet also has grain interiors in series, taken as 0.3 MΩ and 2.66 pF, and electrodes, taken as 1 µF. A stray capacitance of 5 pF lies across the whole cell. Together they raise the frequency of the maximum by 0.6 %, and the apparent C_eff, still computed with the boundary resistance of 1 MΩ, becomes 0.177 nF. The shift is this small partly by cancellation: across the boundary element and its resistor alone, the stray capacitance would lower the frequency of the maximum by 2.9 %, but with these grain interiors in series its effect nearly vanishes. This cancellation is an accident of the chosen grain resistance. With the other values fixed, the total shift is −2.2 % for 0.1 MΩ, +5.6 % for 0.5 MΩ and +38 % for 1 MΩ, so in general the other parts of the cell must be included in the fit. The stray capacitance exceeds that of the grain interiors, so it cannot be ignored when their own arc is analysed.

The temperature must also be the same for R and Q. For an activation energy of 1 eV, cooling by 1 K raises R by 3.6 %. Combining that R with the Q of the original temperature raises C_eff by 0.9 %, in line with the factor R^0.25. Linearity is safe in this model: 0.1 V shared equally by 5000 boundaries is 0.02 mV each, against a thermal voltage of 49 mV. The weight G also contains arbitrarily short and arbitrarily long relaxation times, which a real sample cannot have. Variation 2 treats the short ones.

**Variation 1: an error in the exponent**

How much does C_eff change if n is 0.81 instead of 0.80, with R and the number of Q in SI units held fixed?

From ln C_eff = (1/n) ln(RQ) − ln R, where all quantities stand for their SI numbers,

d ln C_eff/dn = −ln(RQ)/n² = 6.908/0.64 = 10.8.

To first order, a step of 0.01 raises C_eff by 10.8 %. The full formula gives 11.25 %, since the step is finite. Rounding n to two decimal places, an error of up to 0.005, can thus change C_eff by about 5 % and spoil its second digit. Rounding to one decimal place can spoil even the first.

This does not mean that the data determine C_eff so poorly. By definition C_eff = 1/(Rω0). If the data fix R and the frequency of the maximum, they fix C_eff, and a change of n in the fit must be accompanied by a change of Q. The values of Q and n should therefore come from the same fit and be kept with enough digits.

**Variation 2: a shortest relaxation time**

Suppose that no boundary relaxes faster than the grain interior, whose time constant is τc = 0.3 MΩ × 2.66 pF ≈ 0.80 µs. Remove the part of G below τc and leave the rest unchanged. What happens to the maximum, and what is the capacitance at high frequency?

The removed part carries 0.31 % of the resistance. At ω0 each removed pair contributes to −Im Z at most ω0τc = τc/τ0 ≈ 0.0045 of its resistance, so the maximum hardly notices the loss. Its computed shift is −0.0035 %, and C_eff is unchanged to the digits given.

For ωτc ≫ 1, every remaining factor 1/(1 + iωτ) becomes 1/(iωτ). The impedance is then that of a capacitor, Z = 1/(iωC_high), with

1/C_high = R ∫ G(s) ds/τ = (1/C_eff) ∫ G(s) e^(−s) ds, with s from ln(τc/τ0) to ∞.

The second form uses τ = τ0e^s and R/τ0 = 1/C_eff. The result is C_high = 0.065 nF, little more than a third of C_eff. It cannot be read directly off the cell: at these frequencies, well above 200 kHz, the 2.66 pF of the grain interiors in series and the 5 pF of stray capacitance dominate the impedance. Without a cutoff it would be zero: for large negative s, G falls only as e^(ns), so the integrand grows as e^(−(1−n)s) and the integral diverges.

In this model C_high, not C_eff, is the geometric capacitance of the boundary layers in series. If their permittivity is also 30, the mean thickness of a layer is

d = (2.656 pF × 1 mm)/(5000 × 64.9 pF) = 8.2 nm.

This thickness depends on the assumed cutoff: with τc ten times shorter or ten times longer it would be 13 nm or 5.0 nm. Using C_eff instead of C_high would give 3.0 nm. The value 0.18 nF is thus a sound measure of the relaxation time, but turning it into a thickness or a permittivity needs a further assumption about how the relaxation times arise. Most of the values used here are collected in the numerical output below.

Table of computed values

```
Resistance R = 1.0 Mohm
CPE coefficient Q = 1.0e-09 S s^n, exponent n = 0.8
Product R*Q = 1.0e-03 s^n
Relaxation time tau0 = 0.1778 ms
Peak angular frequency (search) = 5623.4 rad/s
Peak frequency (search) = 895.0 Hz
Peak height of -Im Z = 0.3633 Mohm
C_eff from formula = 0.1778 nF
C_eff from searched peak = 0.1778 nF
Peak frequency with 1 nF = 159.2 Hz
Ratio 1 nF / C_eff = 5.623
In-phase capacitance at peak = 0.1691 nF
In-phase capacitance at 1 rad/s = 0.9511 nF
Q with millisecond unit = 2.5119e-07 S ms^n
Q misread as capacitance, ms unit = 0.2512 nF
C_eff found with ms unit = 0.1778 nF
Voltage left at tau0, CPE circuit = 0.3869
Voltage left at tau0, ideal C_eff = 0.3679
Voltage left at tau0, ideal 1 nF = 0.8371
Slope d ln(C_eff)/dn = 10.793
C_eff change for n + 0.01 = 11.25 %
Rough zirconia pellet:
Area = 0.10 cm2, thickness = 1.0 mm
Relative permittivity = 30
Grain size = 0.2 um
Temperature = 573 K, activation energy = 1.0 eV
Grain-interior resistance = 0.30 Mohm
Grain-interior capacitance = 2.656 pF
Grain-interior relaxation time = 0.797 us
Stray capacitance = 5.0 pF
Electrode capacitance = 1.0 uF
Peak shift, grain+stray+electrode = 0.583 %
Apparent C_eff in whole cell = 0.1768 nF
Weight removed by fast cutoff = 0.312 %
Peak shift by fast cutoff = -0.00352 %
High-frequency capacitance = 0.0649 nF
Number of boundaries in series = 5000
Implied boundary thickness = 8.18 nm
R change for 1 K cooling = 3.60 %
C_eff error, R taken 1 K cooler = 0.89 %
Applied ac amplitude = 0.10 V
AC voltage per boundary = 0.0200 mV
Thermal voltage = 49.38 mV
```
